# Inverse-square profile of doubly charged vacancies balanced by electrode charge

Q: You want a Poisson-Boltzmann profile for oxygen vacancies beside an electrode. I would expect exponential screening. What is different here?

A: Exponential screening belongs to a medium with a neutral bulk, where small departures from a finite bulk density decay. Here there is no such bulk. Let the insulator fill \(x>0\), with mobile vacancies of charge \(q=2e\) and density \(n(x)\). The electrode surface at \(x=0\) carries charge \(-\sigma\) per area, with \(\sigma>0\), and this is the sole countercharge: there are no electrons, no dopants and no other fixed charge. The field vanishes as \(x\to\infty\). I take the permittivity \(\varepsilon\) and temperature \(T\) as uniform, the vacancies as dilute points, and each vacancy as feeling the average field.

Q: Which equations follow from that?

A: There are two. In equilibrium the vacancy flux vanishes. With diffusivity \(D\), and mobility \(qD/kT\) from the Einstein relation, the flux is

\[
J=-D\frac{dn}{dx}+\frac{qD}{kT}\,nE=0
\quad\Rightarrow\quad
kT\frac{dn}{dx}=qnE. \tag{1}
\]

With \(E=-d\phi/dx\), this integrates to the Boltzmann factor \(n\propto e^{-q\phi/kT}\). The second equation is Gauss's law in the insulator,

\[
\varepsilon\frac{dE}{dx}=qn. \tag{2}
\]

The field inside the metal is zero, so a thin box around the electrode surface gives \(\varepsilon E(0)=-\sigma\). The minus sign means that the field points towards the electrode and pulls the positive vacancies to it.

Q: You have fixed the far field but not the far density. Could the vacancies not level off at some finite value?

A: No, and this can be shown from the two equations. By (2), \(E\) increases with \(x\). Since it tends to zero, it must be negative at every finite \(x\). Equation (1) then makes \(n\) decrease. A positive decreasing function has a limit \(n_\infty\ge 0\). If \(n_\infty\) were positive, (2) would give \(dE/dx\ge qn_\infty/\varepsilon\), and \(E\) would grow without bound. That contradicts the zero far field, so \(n_\infty=0\).

Q: How do you solve two coupled nonlinear equations?

A: Replace \(qn\) in (1) by \(\varepsilon\,dE/dx\) from (2):

\[
kT\frac{dn}{dx}=\varepsilon E\frac{dE}{dx}
=\frac{d}{dx}\left(\frac{\varepsilon E^2}{2}\right).
\]

Hence

\[
C=kTn-\frac{\varepsilon E^2}{2} \tag{3}
\]

does not depend on \(x\). It is a force balance: the vacancy pressure \(kTn\) against the electric tension \(\varepsilon E^2/2\). Far away both terms vanish, so \(C=0\) and

\[
n=\frac{\varepsilon E^2}{2kT}. \tag{4}
\]

At the electrode \(E^2=\sigma^2/\varepsilon^2\), so \(n(0)=\sigma^2/(2\varepsilon kT)\).

Insert (4) into (2):

\[
\frac{dE}{dx}=\frac{q}{2kT}E^2 .
\]

Divide by \(E^2\), which is nonzero at finite \(x\), and use \(d(1/E)/dx=-E^{-2}\,dE/dx\):

\[
\frac{d}{dx}\left(\frac1E\right)=-\frac{q}{2kT}
\quad\Rightarrow\quad
\frac1E=-\frac{q}{2kT}(x+b),
\]

where \(b\) is the integration constant. Therefore

\[
E(x)=-\frac{2kT}{q(x+b)}. \tag{5}
\]

Setting \(E(0)=-\sigma/\varepsilon\) gives \(2kT/(qb)=\sigma/\varepsilon\), or

\[
b=\frac{2\varepsilon kT}{q\sigma}=\frac{\varepsilon kT}{e\sigma}.
\]

The square of (5) in (4) yields

\[
n(x)=\frac{\varepsilon}{2kT}\,\frac{4(kT)^2}{q^2(x+b)^2}
=\frac{2\varepsilon kT}{q^2(x+b)^2}
=\frac{\varepsilon kT}{2e^2(x+b)^2}. \tag{6}
\]

The last form uses \(q^2=4e^2\).

Q: That is a shifted inverse square. When does it become a plain inverse square in \(x\)?

A: Equation (6) is the solution for all \(x>0\) in this model. For \(x\gg b\) it becomes

\[
n(x)\simeq\frac{\varepsilon kT}{2e^2x^2}. \tag{7}
\]

The ratio of (6) to (7) is \((1+b/x)^{-2}=1-2b/x+\dots\). The true density therefore lies below the pure law by about \(2b/x\), relative to the pure law. "Away from the interface" means many times \(b\): the leading estimate puts a 10 per cent error at \(x\approx 20b\).

Q: The electrode charge has disappeared from (7). How can a stronger electrode leave the distant density unchanged?

A: Count the vacancies between the electrode and \(x\):

\[
\int_0^x n\,dx'
=\frac{2\varepsilon kT}{q^2}\left(\frac1b-\frac1{x+b}\right)
=\frac{\sigma}{q}\,\frac{x}{x+b}.
\]

The last step uses \(2\varepsilon kT/(q^2b)=\sigma/q\). As \(x\to\infty\) the total is \(\sigma/q\), as neutrality requires, and half of it lies within \(b\). More electrode charge means more vacancies, but it also shrinks \(b\), so the additional ones collect near the contact. The number beyond \(x\) is \(2\varepsilon kT/[q^2(x+b)]\), which tends to a value independent of \(\sigma\) when \(b\ll x\).

The tail is nevertheless long. The mean distance contains \(\int_0^X x\,dx/(x+b)^2=\ln(1+X/b)-X/(X+b)\), which diverges slowly with \(X\). The length \(b\) is a median distance; no finite mean distance exists in the half-space.

Q: If the field vanishes, may I set the potential to zero at infinity?

A: No. Integrating \(d\phi/dx=-E\) with (5) gives

\[
\phi(x)-\phi(0)=\frac{2kT}{q}\ln\left(1+\frac xb\right), \tag{8}
\]

which has no finite limit. The reference point must lie at a finite distance. With the contact as reference, the Poisson-Boltzmann equation reads

\[
\frac{d^2\phi}{dx^2}=-\frac q\varepsilon\,n(0)\,
e^{-q[\phi(x)-\phi(0)]/kT}.
\]

Equation (8) satisfies it. The exponential becomes \((1+x/b)^{-2}\), so the right side is \(-qn(x)/\varepsilon\). The left side is \(-2kT/[q(x+b)^2]\), which has the same value by (6).

Q: Suppose I keep \(\sigma\) but choose another contact density. Why is that not an equally good equilibrium?

A: It can solve (1) and (2), but it belongs to another far condition. Using (3) in (2),

\[
\frac{dE}{dx}=\frac{q}{\varepsilon kT}
\left(C+\frac{\varepsilon E^2}{2}\right). \tag{9}
\]

If \(C>0\), the slope is at least \(qC/(\varepsilon kT)\), so the negative field reaches zero at a finite distance. If \(C<0\), \(E\) rises towards \(-\sqrt{2|C|/\varepsilon}\) and stays there. A field remains, and by (1) the density decays exponentially.

For example, lower the contact density by 10 per cent from its value in (4). Then \(|C|\) is one tenth of \(\varepsilon E(0)^2/2\), and the remaining field is \(\sqrt{0.1}=0.316\) of the contact field. Direct outward integration of (1) and (2) gives 0.3162.

Q: A real film has a far side. Does the inverse square survive there?

A: Take a film of thickness \(L\) whose far face is blocking and uncharged, so that \(E(L)=0\). Then \(C=kTn_L\), with \(n_L=n(L)>0\). Define \(K\) by \(n_L=2\varepsilon kTK^2/q^2\), and write

\[
E=-\frac{2kTK}{q}\tan\theta(x).
\]

Then \(\varepsilon E^2/2=kTn_L\tan^2\theta\), and the right side of (9) is \((qn_L/\varepsilon)\sec^2\theta\). The left side is \(-(2kTK/q)\sec^2\theta\,d\theta/dx\). Equating them,

\[
\frac{d\theta}{dx}=-\frac{q^2n_L}{2\varepsilon kTK}=-K .
\]

Since \(\theta(L)=0\), \(\theta=K(L-x)\). Equation (3) now gives

\[
n(x)=\frac{2\varepsilon kT}{q^2}\,
\frac{K^2}{\cos^2[K(L-x)]},\qquad
K\tan(KL)=\frac1b. \tag{10}
\]

The second relation is \(E(0)=-\sigma/\varepsilon\). The root with \(0<KL<\pi/2\) is the one that keeps the density finite throughout the film.

To compare with (6), put \(\delta=\pi/2-KL\). Then \(\tan\delta=\cot(KL)=Kb\), and \(\cos[K(L-x)]=\sin(Kx+\delta)\). Thus

\[
n(x)=\frac{2\varepsilon kT}{q^2}\,
\frac{K^2}{\sin^2[Kx+\arctan(Kb)]}.
\]

As \(L\to\infty\), \(K<\pi/(2L)\) tends to zero. The sine tends to \(K(x+b)\), and (6) returns. For \(x\gg b\) and small \(K(x+b)\), the argument of the sine is close to \(K(x+b)\), and \(\sin^2y\simeq y^2(1-y^2/3)\) shows that the finite film raises the density by a fraction of about \(K^2(x+b)^2/3\), relative to (6).

Q: Put numbers in. Which material makes sense?

A: Take oxygen vacancies in strontium titanate at a platinum Schottky contact, held at 600 K. The rough inputs are a relative permittivity of 150, an electrode charge of 3 µC/cm² and a thickness of 200 nm. Here \(kT=0.0517\) eV, and the coefficient in (7) is

\[
\frac{\varepsilon kT}{2e^2}=0.2143\ \mathrm{nm^{-1}}.
\]

The electrode charge is \(0.1872\,e\) per nm². Since \(b=\varepsilon kT/(e\sigma)\), it is twice the coefficient divided by \(\sigma/e\):

\[
b=\frac{2(0.2143)}{0.1872}\ \mathrm{nm}=2.29\ \mathrm{nm}.
\]

The contact density is \(0.2143/(2.289)^2=0.0409\) nm⁻³, or \(4.1\times10^{19}\) cm⁻³. At 20 nm, (6) gives

\[
n=\frac{0.2143}{(22.289)^2}\ \mathrm{nm^{-3}}
=4.3\times10^{17}\ \mathrm{cm^{-3}},
\]

while the pure law (7) gives \(5.4\times10^{17}\) cm⁻³, 24 per cent above (6). At 100 nm the two are \(2.05\times10^{16}\) and \(2.14\times10^{16}\) cm⁻³.

Q: Is there a check that does not reuse your integral (3)?

A: Equations (1) and (2) were integrated numerically from a zero-field plane to the electrode. The distance between them came out as 22,993 nm. At eight positions from 0 to 200 nm from the electrode, the density differed from (6) by at most \(6.4\times10^{-5}\), relative to (6). This is the size expected from the finite length: with \(K\simeq\pi/(2\times22993)\) nm⁻¹, \(K^2(x+b)^2/3\) at 200 nm is also \(6.4\times10^{-5}\).

In the same kind of calculation, \(n(x)x^2\) at 200 nm, divided by the coefficient, was 0.978 for the stated electrode charge and 0.998 for ten times that charge. Temperature and permittivity were held fixed. The tenfold charge thus changed the distant density by about 2 per cent. This tests the equations, not a reachable state of the contact: at that charge the contact field would be 2.3 MV/cm and \(b=0.23\) nm, less than one lattice spacing, so the model would no longer describe the material there.

For the 200 nm film, (10) gives \(K=0.00777\) nm⁻¹. The density exceeds (6) by 1 per cent at 20 nm, 6 per cent at 50 nm and 24 per cent at 100 nm. These values need the uncharged far face. A second electrode with the same charge would move the zero-field plane to 100 nm and raise the excess at 50 nm to 25 per cent. This follows from (10) with \(L=100\) nm.

Q: Strontium titanate contains acceptor impurities. You have excluded them by decree.

A: In the tail, that assumption causes a larger error than neglecting the finite thickness or the electrons. Take the real contact with a fixed, singly charged acceptor density of \(10^{17}\) cm⁻³, a rough value for material without intentional doping. Neutrality far from the electrode then requires a vacancy density of \(5\times10^{16}\) cm⁻³ instead of zero. Solving the half-space problem with this background, at the same electrode charge, raises the density above (6) by 6 per cent at 10 nm, 16 per cent at 20 nm and 68 per cent at 50 nm. At 100 nm it is 3.3 times the value from (6). The other inputs are rough too: the permittivity of strontium titanate depends on temperature, and the electrode charge depends on how many vacancies the film holds and on its electrical history. The calculated profile is the behaviour of this model, not a measured one.

Q: Then is there any region where the pure inverse square describes your example?

A: Not a clean one. It needs \(x\gg b=2.3\) nm, but also a vacancy charge density well above that of the acceptors. Under (6) the two charge densities become equal at 63 nm. At 20 nm the contact offset lowers the density by about 20 per cent relative to (7), while the acceptors raise it by 16 per cent relative to (6). These errors partly cancel, which should not be read as confirmation of (7). The shifted law is the better description for the first ten nanometres or so, as far as the acceptors are concerned. A wider inverse-square range needs fewer acceptors or a smaller \(b\), in a film thick enough to contain it. Shrinking \(b\) with more electrode charge has little room: at three times the charge \(b\) is 0.76 nm, about two lattice spacings, and the contact field is 0.68 MV/cm.

Q: And electrons? The potential rises away from the contact, so they should accumulate there.

A: They do. An electron's energy falls by \(e[\phi(x)-\phi(0)]\), which for \(q=2e\) equals \(kT\ln(1+x/b)\). For nondegenerate electrons in equilibrium with the electrode,

\[
n_e(x)=n_e(0)\left(1+\frac xb\right).
\]

Their charge relative to that of the vacancies grows as \((1+x/b)^3\). With a rough barrier of 1.2 eV and a density-of-states mass of five electron masses, \(n_e(0)=6.6\times10^{10}\) cm⁻³. The charge ratio at 200 nm, using (6), is \(5.6\times10^{-4}\), so electrons can be neglected in this film. The estimate is sensitive to the barrier: lowering it by 0.2 eV multiplies the ratio by \(e^{0.2/0.0517}\approx48\), to about 3 per cent. In the finite film of (10), whose far-face vacancy density is 2.5 times that of (6), both ratios are about four times smaller: \(1.4\times10^{-4}\) and 0.7 per cent. In an unlimited half-space the neglect of electrons must eventually fail.

Q: Near the electrode, can doubly charged ions really be treated by an average field?

A: That is less secure than the tail. Two vacancies have interaction energy \(kT\) at the separation

\[
\ell=\frac{q^2}{4\pi\varepsilon kT}=0.74\ \mathrm{nm}.
\]

Mean field requires \(\ell/b\ll1\). Here the ratio is 0.32, so corrections near the contact need not be negligible. A metal also attracts each ion through its image. The image lies at distance \(2x\), the force is \(q^2/[4\pi\varepsilon(2x)^2]\), and integration from infinity gives the energy \(-kT\,\ell/(4x)\). Its magnitude is \(0.08\,kT\) at \(x=b\), but \(0.48\,kT\) at one lattice spacing, 0.39 nm. A single-ion Boltzmann estimate, with the average potential left unchanged, would raise the density there by \(e^{0.48}\), a factor of about 1.6. At fixed electrode charge the rise is smaller, because the total number of vacancies is then fixed too. How much smaller depends on where the image energy, which diverges at \(x=0\), is cut off. Holding it at its 0.39 nm value closer in gives a factor of about 1.26 at 0.39 nm in the 200 nm film, while a cutoff at 0.1 nm turns the rise into a slight fall.

Binding of vacancies to the interface is left out and could matter more, since 0.1 eV is already about \(2kT\). Two other contact effects are small in this example. The vacancies occupy 0.08 per cent of the oxygen sites, and a rough nonlinear dielectric coefficient gives a 3 per cent change of permittivity. The contact field is 0.23 MV/cm, about a quarter of a rough breakdown field of 1 MV/cm.

Q: If the contact region is uncertain, why trust the coefficient of the tail?

A: Suppose that (1) and (2) hold beyond some distance \(x_1\), whatever happens closer in. The derivation from (3) to (5) can be repeated for \(x>x_1\), because it uses the zero far field. It gives the same coefficient with a different offset in place of \(b\). Contact effects confined to \(x<x_1\) therefore shift the profile but leave its inverse-square coefficient unchanged. The image attraction is not confined in this way. Taken unscreened and cut off at 0.39 nm, it lowers the density by 4 per cent at 20 nm and 1 per cent at 100 nm; the same coefficient is approached, but with an offset that drifts slowly with \(x\). Acceptors are different, because they alter (2) throughout the film.

Q: Does this profile explain Schottky-barrier switching?

A: It supplies one equilibrium state, not a switching mechanism by itself. For a given electrode charge, Gauss's law and the zero field inside the metal fix the magnitude of the contact field at \(\sigma/\varepsilon\), whatever the arrangement of the vacancies. The arrangement changes how fast the barrier falls with distance. In the acceptor-free half-space the conduction band drops by 0.06 eV over the first 5 nm and by 0.20 eV over 100 nm. In the 200 nm film with the acceptors above, the drop over 100 nm is 0.17 eV. These are small amounts beside a 1.2 eV barrier. These parameters do not produce a barrier only a few nanometres thick.

Time matters as well. With a rough diffusivity of \(10^{-8}\) cm²/s at 600 K, the diffusion time \(L^2/D\) is 0.04 s. This is a cautious scale, without numerical factors: at fixed electrode charge in the acceptor-free film, the slowest small disturbance decays in about 2 ms. In 1 µs the diffusion length \(\sqrt{Dt}\) is 1 nm. A pulse that short gives most of the film no time to relax to a new equilibrium by diffusion at 600 K. Drift in the applied field or stronger heating could move the vacancies faster.

## Values computed for the example and the checks

```
T = 600 K, kT = 0.05170 eV
relative permittivity (rough) = 150
electrode charge = 3.00 uC/cm2 = 0.1872 e/nm2
vacancies per area = 0.0936 nm^-2
film thickness = 200 nm
coefficient eps kT/(2e^2) = 0.2143 nm^-1 = 2.143e+06 cm^-1
offset length b = 2.289 nm
contact density = 4.090e+19 cm^-3
contact field = 0.2259 MV/cm
x (nm): n numerical, n law, n pure 1/x^2 (cm^-3), potential (V)
    5: 4.0336e+18 4.0336e+18 8.5720e+18 0.0599
   10: 1.4190e+18 1.4190e+18 2.1430e+18 0.0869
   20: 4.3136e+17 4.3136e+17 5.3575e+17 0.1177
   50: 7.8380e+16 7.8380e+16 8.5720e+16 0.1618
  100: 2.0482e+16 2.0482e+16 2.1430e+16 0.1965
largest relative deviation numerical/law = 6.4e-05
thick test film length = 22993 nm
charge fraction within b (numerical) = 0.50000
n x^2/coefficient at 200 nm, charge x1 = 0.9776
n x^2/coefficient at 200 nm, charge x10 = 0.9978
contact density x1.1: field zero at 9.15 nm
contact density x0.9: far/contact field = 0.3162
finite film: K = 0.007765 nm^-1
finite film: far-face density = 1.292e+16 cm^-3
finite film/law at 20 nm = 1.0101
finite film/law at 50 nm = 1.0568
finite film/law at 100 nm = 1.2397
acceptors (rough) = 1.0e+17 cm^-3
with acceptors/law at 10 nm = 1.0624
with acceptors/law at 20 nm = 1.1648
with acceptors/law at 50 nm = 1.6820
with acceptors/law at 100 nm = 3.2764
2n = acceptor density at x = 63.2 nm
ion pair length q^2/(4 pi eps kT) = 0.743 nm
correlation parameter (pair length/b) = 0.324
image energy at 0.39 nm = 0.476 kT
image energy at b = 0.081 kT
occupied share of oxygen sites at contact = 8.09e-04
nonlinear coefficient (rough) = 8.0e+09 V m^5/C^3
relative permittivity change at contact = 0.029
barrier (rough) = 1.20 eV, DOS mass = 5.0 m_e
electron density at contact = 6.61e+10 cm^-3
electron/vacancy charge at 200 nm = 5.57e-04
breakdown field (rough) = 1.0 MV/cm
contact/breakdown field = 0.226
vacancy diffusivity (rough) = 1.0e-08 cm2/s
equilibration time L^2/D = 0.040 s
```
